# Sneak resistance of a crossbar of self-rectifying cells, part 2

A crossbar memory has $N$ row wires and $N$ column wires, with a self-rectifying cell at every crossing. To read one cell, its row is held at $V$ and its column at zero, while the other $M=N-1$ wires of each kind float. The sneak current $I$ leaves the selected row through all its other cells, and the sneak resistance is $R=V/I$. Algebra is in atomic units, $e=\hbar=m_e=1$; numerical values are in engineering units.

Row $i$ has potential $r_i$ and column $j$ has $c_j$; the selected wires are numbered 1. Cell current $I_{ij}(v)$, with $v=r_i-c_j$, is positive in the forward direction. The floating potentials minimize

$$
\Phi=\sum_{(i,j)\ne(1,1)}\int_0^{r_i-c_j}I_{ij}(v)\,dv .
$$

For identical unselected cells, a sneak path crosses a forward, a reverse and a forward cell, with voltages $u,w,u$. The current magnitudes are $I_f,I_r$ and the chord resistances $R_f=u/I_f$, $R_r=w/I_r$:

$$
2u+w=V,\quad I_f(u)=M I_r(w),\quad R=\frac{V}{M^2I_r(w)}. \tag{13}
$$

$$
R=\frac{V}{M^2I_r(w)}
=\frac{R_r(w)}{M^2}+\frac{2R_f(u)}{M}. \tag{4}
$$

For unequal cells,

$$
I\le\sum_{i,j\ge2}I_{r,ij}(V),
\qquad
R\ge\frac{V}{\sum_{i,j\ge2}I_{r,ij}(V)}. \tag{8}
$$

In the junction model, holes leave a metal over a barrier $\phi$ into a depleted layer of thickness $d$, built-in voltage $V_b$ and image-force permittivity $\varepsilon$. At distance $z$ from the metal, the image force lowers the barrier in the field $F$. At junction voltage $v$ the lowering is $\Delta\phi_v$:

$$
F(v)=\frac{V_b-v}{d}. \tag{14}
$$

$$
\Delta\phi=\sqrt{F/\varepsilon}. \tag{15}
$$

In practical units this is $\sqrt{(1.44\ \text{eV nm})\,F/\varepsilon}$, with $F$ in V/nm. The current law is

$$
I(v)=I_r(V)\,
e^{(\Delta\phi_v-\Delta\phi_{-V})/kT}
\left(e^{v/kT}-1\right). \tag{16}
$$

For $w\gg kT$ it gives

$$
\frac{I_r(w)}{I_r(V)}=
\exp\left[\frac{\Delta\phi_{-w}-\Delta\phi_{-V}}{kT}\right], \tag{17}
$$

$$
u=kT\ln\left[1+M
e^{(\Delta\phi_{-w}-\Delta\phi_u)/kT}\right]. \tag{18}
$$

In the closing number list, the series-group formula is (4) and the unshared-path formula is $(R_r+2R_f)/M^2$. The ideal tests use $I(v)=I_s(e^{v/kT}-1)$; the deficit is relative to $M^2I_s$, and the large-$N$ law is $M I_s(e^{V/2kT}-1)$.

### The array and its resistance

The example is a 128 by 128 array at 300 K, read at 1 V. Each cell has a depleted NiO barrier layer in series with a switching layer that stores the data. The parameters are rough and round: layer thickness 50 nm, cell side 100 nm, hole barrier 0.7 eV, built-in voltage 0.6 V and image-force permittivity 6. The reverse current at 1 V is 0.05 pA. The switching layer has resistance 0.01 GOhm in its low state and 1 GOhm in its high state. All cells are first taken in the low state.

At full reverse voltage the field is $1.6/50=0.032$ V/nm, and (15) gives $\Delta\phi_{-V}=0.0876$ eV. Solving (13) with the cell law gives

$$
u=0.1578\ \text{V},\qquad w=0.6844\ \text{V}.
$$

These can be verified by hand. The lowering scales with the square root of $V_b-v$:

$$
\Delta\phi_{-w}=0.0876\sqrt{\frac{1.2844}{1.6}}=0.0785\ \text{eV},
$$

$$
\Delta\phi_u=0.0876\sqrt{\frac{0.4422}{1.6}}=0.0461\ \text{eV}.
$$

With $kT=0.02585$ eV, the exponential in (18) is about 3.51. Then $u=0.02585\ln(1+127\times3.51)=0.158$ V, as required. The low-state series resistance contributes less than 0.1 mV.

The reverse current per interior cell follows from (17):

$$
I_r(w)=0.05\,e^{-0.3527}=0.03514\ \text{pA}.
$$

Multiplication by $127^2=16129$ gives a sneak current of 567 pA. Hence

$$
R=\frac{1\ \text{V}}{567\ \text{pA}}
=1.76\ \text{GOhm}=4.29\times10^5\,\hbar/e^2 .
$$

A solution of the complete network, with 254 unknown potentials and unequal starting values, gives the same 1.764 GOhm.

The lower bound is $1/(16129\times0.05\ \text{pA})=1.24$ GOhm. The resistance is 42% above this bound, although $w$ is 26 times $kT$. The reverse junctions are strongly biased, but the forward cells take $2u=0.316$ V, almost a third of the read voltage. The chord form (4) shows the same division: the reverse group contributes 1.21 GOhm and the forward groups together 0.56 GOhm.

### Dependence on array size

With all other settings held fixed, the resistance changes as follows.

| $N$ | $R$ (GOhm) | $M^2R$ (GOhm) |
|---:|---:|---:|
| 16 | 111.5 | 25100 |
| 64 | 6.874 | 27300 |
| 128 | 1.764 | 28500 |
| 256 | 0.4566 | 29700 |
| 1024 | 0.03096 | 32400 |

The last column is $V/I_r(w)$. It would be constant for a strictly saturated leakage. It rises by about 30% while $M^2$ grows by a factor of more than 4000. The reason is contained in (18): a larger array needs a larger $u$, which leaves a smaller $w$ and a smaller leakage per cell. The dependence of $u$ on $M$ is roughly logarithmic, so $R$ remains close to a $1/M^2$ law throughout the table. The value of $M^2R$ nevertheless stays above 20000 GOhm, the chord resistance of one cell at the full read voltage.

### Stored data and leakage spread

When each cell is randomly given the low or high switching resistance, the complete 128 by 128 network has $R=1.773$ GOhm. This is 0.5% above the all-low value for the pattern used. The change is small because the current in a typical forward cell, $M I_r(w)=4.5$ pA, produces only about 4.5 mV across 1 GOhm. The junctions, which are the same in both states, govern the sneak current.

A spread of the junction leakage has a different effect, because it changes the sum in bound (8). In a sample array with $N=32$ and all switching layers low, the leakage scale of each cell was multiplied by $e^\xi$, where $\xi$ is a normal random number of mean zero and unit standard deviation. The sneak current was 0.74 of its upper bound $\sum I_{r,ij}(V)$. A design estimate should therefore use the sum, or the arithmetic mean, of the cell leakages. The median misses the weight of the leaky cells.

### Read current and allowed array size

At 1 V the selected cell carries 58100 pA in the low state and 704 pA in the high state. The low-state current drops 0.581 V across the switching layer and leaves 0.419 V on the junction. In the high state the junction has 0.296 V. Both are below the built-in voltage.

If the column current is sensed without compensation, it is the sum of cell and sneak currents. The ratio between the two states falls from 83 for the isolated cell to

$$
\frac{58100+567}{704+567}\simeq46
$$

in the array.

One possible size limit is that the sneak current should not exceed the high-state current $I_{\rm high}$. From (13),

$$
M\le\sqrt{\frac{I_{\rm high}}{I_r(w)}} . \tag{19}
$$

With $I_r(w)$ from the 128-wire array, the right side is $\sqrt{704/0.0351}\simeq142$. Recalculating $w$ at each size gives a largest $N$ of 142. This number belongs to the stated criterion, floating wires, 300 K and the chosen leakage. A sense circuit that subtracts a reference current, or a scheme that biases the unselected wires, needs a different condition.

### Effects outside the model

**Temperature.** Keep the barrier and geometry fixed and raise the temperature to 358 K. The activation energy at the read voltage is $0.7-0.0876=0.612$ eV. The leakage then grows by

$$
\exp\left[0.612\left(\frac1{kT}-\frac1{kT_{\rm hot}}\right)\right]\simeq46,
$$

when the temperature dependence of the prefactor is ignored. The 128 by 128 array has $R=0.0378$ GOhm, and its sneak current is 0.42 of the low-state cell current at that temperature. The high-state current cannot exceed $V/R_{\rm high}=1000$ pA, while the sneak current is 26400 pA. Since $I_r(w)$ is larger in a smaller array, criterion (19) requires $M\le127\sqrt{1000/26400}\simeq24.7$, so $N$ is at most 25. Among the changes of $R$ estimated in this subsection, the one caused by temperature is by far the largest.

**Drift in the oxide.** Law (16) has a constant prefactor. If slow transport through the layer limits the current, the prefactor depends on field. For hole density $p$ and mobility $\mu$, the current density is

$$
J=\mu(pF-kT\,p')=-\mu kT\,e^{-E/kT}\frac{d}{dz}\left(p\,e^{E/kT}\right),
$$

with $E=\phi-Fz$. Multiply by $e^{E/kT}$ and integrate across the layer. The right side then depends only on the contacts, while the left side is

$$
J\int_0^d e^{E/kT}dz
=J e^{\phi/kT}\frac{kT}{F}\left(1-e^{-Fd/kT}\right).
$$

Hence $J$ has the prefactor $F/(1-e^{-Fd/kT})$. The image term is left out of this integral and enters only through the exponential of (16), so the prefactor is approximate. Including this prefactor, with the leakage at 1 V held fixed, raises $R$ by roughly 40%. If the image term is kept in the integral, the rise is about 30%. The weaker field at $w$ reduces the reverse prefactor. The still weaker field in the forward cells raises $u$, which lowers $w$ further.

**Tunnelling.** A quasi-classical transmission through the lowered barrier, with unit hole mass, raises the reverse current at 1 V by 22% relative to classical emission over the same barrier. That increase is already part of the input leakage. What matters for $R$ is the change with voltage: the gain at $w$ is 0.944 of the gain at 1 V. At fixed $w$, this would raise $R$ by about 6%. The quasi-classical form leaves out quantum reflection at the steep image potential next to the metal, which can offset the gain and depends on how that potential ends at the interface. These figures therefore show only that the effect on $R$ is of the order of several percent.

**Fixed charge.** Ionized acceptors of density $n_A$ in a layer of static permittivity $\varepsilon_s$ raise the field at the barrier by $2\pi n_Ad/\varepsilon_s$. This is half of the total field change across the layer given by Gauss's law. For $10^{17}$ cm$^{-3}$ and $\varepsilon_s=12$, and with the leakage at 1 V again held fixed, $R$ falls by 3%. The layer stays depleted in the forward cells only while $2\pi n_Ad^2/\varepsilon_s<V_b-u$. The left side is 0.19 eV at this density and the right side 0.44 eV, so the assumption fails for the sneak cells above roughly $2\times10^{17}$ cm$^{-3}$. The selected cell is more restrictive. In the low state $V_b-v$ is only 0.18 V, so its layer is no longer fully depleted from about $10^{17}$ cm$^{-3}$, and the low-state read current is then not described by (16).

**Wires and breakdown.** With 10 Ohm per cell pitch, the full low-state and sneak current flowing along both selected wires would drop 0.15 mV. The contact field at 1 V reverse bias is 0.32 MV/cm, against a rough breakdown field of 1 MV/cm. Local field enhancement at edges and defects is not included.

**Settling time.** The result is for a steady state. Near that state, a floating wire with capacitance $C$ to ground relaxes through a forward cell whose conductance is of order $M I_r/kT$. The time constant of small deviations is therefore of order

$$
\tau\sim\frac{C\,kT}{M I_r(w)} . \tag{20}
$$

For the 300 K array this is about 6 microseconds per femtofarad. Starting from rest takes longer, and the course depends on which capacitance dominates. If capacitance to ground dominates, a floating row must be charged to $u$ by the reverse leakage of its $M$ interior cells, which takes about $Cu/(M I_r)$, or 35 microseconds per femtofarad, and the sneak current rises toward its steady value from below. The cells have capacitance of their own, however. A 50 nm layer of permittivity 12 and side 100 nm has 0.021 fF, or 2.7 fF per wire for $N=128$, and this couples rows to columns. When it dominates, the voltage step lifts the floating rows toward $V/2$, above $u$, and the interior cells must then be charged to $w$ through the forward cells. The current into the selected column starts far above its steady value and needs of order 100 microseconds to come within 5% of it. A shorter read pulse does not reach the state described by (13), and the transient, with its capacitive currents, must then be calculated separately.

### Relation to real NiO cells

NiO is a wide-gap oxide that usually conducts by holes, and its low mobility makes the drift correction relevant. The assumed leakage corresponds to $5\times10^{-4}$ A/cm$^2$. A thermionic estimate with unit hole mass and the lowered barrier gives 0.056 pA per cell. This is the value for classical emission alone, without tunnelling or reflection. If drift through the layer limits the current, the same barrier passes less: about 0.003 pA for a mobility of 1 cm$^2$/(V s). The assumed leakage is therefore an input and not a prediction for NiO. A barrier smaller by 0.1 eV would raise either estimate about 48 times. The ratio of low-state forward current to reverse current at 1 V is about $10^6$, which is optimistic for a thin oxide cell. Strongly nonstoichiometric NiO can also hold far more acceptors than the depletion condition permits. Traps, grain boundaries and conducting filaments can provide leakage that bypasses the barrier. If all junction currents were 100 times larger, with the shape of law (16) unchanged, $R$ would fall by a factor of about 100, to 0.018 GOhm. Leakage with a different voltage dependence would also change $u$ and $w$. Measured forward currents around $u$ and reverse currents from $w$ to $V$, at the highest operating temperature, should therefore replace (16) in a design.

### Procedure for use

For nearly identical cells, tabulate $I_f$ and $I_r$, solve $I_f(u)=M I_r(V-2u)$ by bisection on $0<u<V/2$, and use (13). The bound (8) needs only the reverse currents at $V$ and gives a safe first estimate.

For a given map of unequal cells, solve the current laws of the $2M$ floating wires by Newton's method. With cell conductances $g_{ij}=dI_{ij}/dv$, the matrix of second derivatives of $\Phi$ has the entries

$$
\frac{\partial^2\Phi}{\partial r_i^2}=\sum_jg_{ij},\quad
\frac{\partial^2\Phi}{\partial c_j^2}=\sum_ig_{ij},\quad
\frac{\partial^2\Phi}{\partial r_i\partial c_j}=-g_{ij}.
$$

It is positive definite when all $g_{ij}>0$. Voltage steps should be limited, because the junction currents are exponential. For a junction of conductance $g$ in series with $R_L$, differentiation of $v=v_{\rm junction}+R_LI$ gives the cell conductance $g/(1+R_Lg)$. The values for the example are listed in the numerical output.

## Numbers as computed

```
Lines per side N: 128
Read voltage: 1 V
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Layer thickness: 50 nm
Cell side: 100 nm
Hole barrier: 0.7 eV
Built-in voltage: 0.6 V
Image-force relative permittivity: 6
Reverse current at read voltage: 0.05 pA
Thermionic estimate of that current: 0.056 pA
Low switching resistance: 0.01 GOhm
High switching resistance: 1 GOhm
Linear test N=20, Rf=1, Rr=30: network R: 0.1884
Linear test: series-group formula: 0.1884
Linear test: unshared-path formula: 0.08864
Ideal N=16, 0.3 V: network current deficit: 0.002326
Ideal N=16, 0.3 V: N^2 exp(-V/kT): 0.002336
Ideal N=100, 0.05 V: current / large-N law: 0.9868
Forward voltage u: 0.1578 V
Reverse voltage w: 0.6844 V
Barrier lowering at read voltage: 0.08763 eV
Barrier lowering at w: 0.07852 eV
Reverse current per cell at w: 0.03514 pA
Sneak current: 566.8 pA
Sneak resistance: 1.764 GOhm
Sneak resistance: 4.294e+05 hbar/e^2
Lower bound V/(M^2 I_r(V)): 1.24 GOhm
Full network, uniform data: 1.764 GOhm
Full network, random data: 1.773 GOhm
Leakage spread N=32: current / bound: 0.7398
Sneak resistance at N=16: 111.5 GOhm
Sneak resistance at N=32: 27.23 GOhm
Sneak resistance at N=64: 6.874 GOhm
Sneak resistance at N=256: 0.4566 GOhm
Sneak resistance at N=1024: 0.03096 GOhm
Selected current, low state: 5.808e+04 pA
Selected current, high state: 703.6 pA
Largest N with sneak <= high-state current: 142
Tunnelling gain of leakage at read voltage: 1.222
Tunnelling gain at w / gain at read voltage: 0.9443
R with drift prefactor / R: 1.392
Acceptor density for space-charge check: 1e+17 cm^-3
Static relative permittivity: 12
R with fixed space charge / R: 0.9719
Wire resistance per cell pitch: 10 Ohm
Upper estimate of wire drop: 0.00015 V
Contact field at full reverse bias: 0.32 MV/cm
Rough breakdown field: 1 MV/cm
Hot operating temperature: 358 K
Hot reverse current / 300 K value: 46.41
Hot sneak resistance: 0.03781 GOhm
Hot sneak current / hot low-state current: 0.4193
```
